# Si-O-Si angles and angular strain in small planar silica rings

**Question**

I am trying to understand small rings in amorphous silica. The exercise says: take regular planar rings with two, three and four silicon atoms, keep every internal O-Si-O angle tetrahedral, find the Si-O-Si angles this forces, and rank the rings by angular strain.

I started from the angle sum of a polygon, $(n-2)\,180^\circ$, with $n$ the number of silicon atoms. For $n=2$ that gives zero, which cannot be right. I also don't see what the strain should be measured from, since the exercise gives no "unstrained" Si-O-Si angle. Does the ranking depend on it? And would a real ring stay planar?

**Answer**

Your polygon has too few corners. The oxygen atoms are corners too, so a ring with $n$ silicon atoms has $2n$ corners, and the "two-membered" ring is a four-sided figure, Si-O-Si-O.

**The forced angle**

Let all Si-O bonds have length $d$, all internal O-Si-O angles be $\alpha$, and all internal Si-O-Si angles be $\theta_n$.

First, the tetrahedral angle. Two bonds of a regular tetrahedron point from its centre along $(1,1,1)$ and $(1,-1,-1)$. Each vector has length $\sqrt3$, so

$$\cos\alpha=\frac{1-1-1}{\sqrt3\,\sqrt3}=-\frac13,\qquad \alpha=109.47^\circ .$$

Now draw lines from the centre of the ring to all its atoms. They cut the ring into $2n$ congruent triangles, each with corners at the centre, one Si and one neighbouring O. In a regular ring each of these lines is a mirror line, so it bisects the internal angle at its atom. The triangle therefore has angles $\alpha/2$ at Si, $\theta_n/2$ at O and $360^\circ/(2n)=180^\circ/n$ at the centre:

$$\frac{\alpha}{2}+\frac{\theta_n}{2}+\frac{180^\circ}{n}=180^\circ .$$

Multiplying by 2 and solving for $\theta_n$,

$$\theta_n=360^\circ-\frac{360^\circ}{n}-\alpha .$$

The bond length has dropped out. The three rings give

- $n=2$: $\theta_2=180^\circ-109.47^\circ=70.53^\circ$
- $n=3$: $\theta_3=240^\circ-109.47^\circ=130.53^\circ$
- $n=4$: $\theta_4=270^\circ-109.47^\circ=160.53^\circ$

The angle grows with $n$. At $n=5$ it is $178.53^\circ$, nearly straight. At $n=6$ the formula gives $190.53^\circ$: the oxygen corner now points into the ring, and the bond angle is the smaller one, $360^\circ-190.53^\circ=169.47^\circ$.

**The ranking needs a reference angle**

Let $\theta_0$ be the relaxed Si-O-Si angle, and define the angular strain as $s_n=|\theta_n-\theta_0|$. For amorphous silica I take $\theta_0=148^\circ$, a rough typical value. Then

- $n=2$: $70.53^\circ-148^\circ=-77.47^\circ$
- $n=3$: $130.53^\circ-148^\circ=-17.47^\circ$
- $n=4$: $160.53^\circ-148^\circ=+12.53^\circ$

With this reference the order, most strained first, is two, three, four. The signs matter as well: the two smaller rings squeeze the Si-O-Si angle, while the planar four-silicon ring opens it too far.

You were right to worry about the reference. If $\theta_0$ lies between $\theta_3$ and $\theta_4$, those two rings are equally strained when

$$\theta_0-\theta_3=\theta_4-\theta_0 .$$

Hence

$$\theta_0=\frac{\theta_3+\theta_4}{2}=\frac{(240^\circ-\alpha)+(270^\circ-\alpha)}{2}=255^\circ-\alpha=145.53^\circ .$$

Above this value the order is two, three, four. Somewhat below it, the planar four-silicon ring is more strained than the three-silicon ring. With $\theta_0=144^\circ$, for example, the strains are $73.47^\circ$, $13.47^\circ$ and $16.53^\circ$ for $n=2,3,4$. The two-silicon ring keeps first place as long as $\theta_0$ exceeds $(\theta_2+\theta_4)/2=115.53^\circ$.

This ranks angles, not energies. Closing an Si-O-Si angle by some amount need not cost the same as opening it by that amount, and the rings contain different numbers of angles.

**What happens if the ring may pucker?**

The near tie between three and four belongs to the planar condition. Keep $\alpha$ tetrahedral, but let the atoms leave the plane.

*Three silicon atoms.* Puckering cannot help on average. Take any closed ring with $N$ corners and draw diagonals from one corner, giving $N-2$ triangles. They need not lie in one plane, but each still has angle sum $180^\circ$. At every corner, the angle between the two ring bonds is at most the sum of the triangle angles meeting there, because going from one direction to another through intermediate directions cannot be shorter than going directly. Adding up all corners,

$$\text{sum of ring angles}\le (N-2)\,180^\circ .$$

For $N=6$ the right side is $720^\circ$. Three of the angles are $\alpha$, so the mean Si-O-Si angle $\bar\theta$ obeys

$$3\alpha+3\bar\theta\le720^\circ\quad\Rightarrow\quad\bar\theta\le240^\circ-\alpha=130.53^\circ .$$

The planar ring already reaches this bound. In a chair-shaped ring whose Si and O planes are 0.040 nm apart, with $d=0.162$ nm, the Si-O-Si angle falls to $118.68^\circ$, further from $148^\circ$.

*Four silicon atoms.* Here the planar angle is too large, so a reduction is what we want. Leave the Si atoms in the plane at distance $R$ from the centre, and move the O atoms alternately up and down by $h$. Put one Si at $(R,0,0)$ and its two oxygen neighbours at $(q,q,h)$ and $(q,-q,-h)$. We ask for bond length $d$, O-Si-O angle $\alpha$ and Si-O-Si angle $\theta_0$ all at once.

Neighbouring Si atoms are $\sqrt2R$ apart. They are also the ends of two bonds of length $d$ enclosing $\theta_0$, so their distance is $2d\sin(\theta_0/2)$. Thus

$$R=\sqrt2\,d\sin\frac{\theta_0}{2}.$$

The two oxygens are $2\sqrt{q^2+h^2}$ apart, and this must equal $2d\sin(\alpha/2)$:

$$q^2+h^2=d^2\sin^2\frac{\alpha}{2}.$$

The bond length requires $(R-q)^2+q^2+h^2=d^2$. Inserting the previous line leaves

$$(R-q)^2=d^2\left(1-\sin^2\frac{\alpha}{2}\right)=d^2\cos^2\frac{\alpha}{2}.$$

We take $q=R-d\cos(\alpha/2)$, the root that has the oxygens on the inner side of the silicon, as in the planar ring. Therefore

$$h^2=d^2\sin^2\frac{\alpha}{2}-\left[\sqrt2\,d\sin\frac{\theta_0}{2}-d\cos\frac{\alpha}{2}\right]^2 .$$

As a check, set $h=0$. Taking positive square roots gives $\sqrt2\sin(\theta_0/2)=\sin(\alpha/2)+\cos(\alpha/2)=\sqrt2\sin(\alpha/2+45^\circ)$. The solution with $\theta_0<180^\circ$ is $\theta_0/2=180^\circ-(\alpha/2+45^\circ)$, or $\theta_0=270^\circ-\alpha$, which is the planar result.

For $d=0.162$ nm and $\theta_0=148^\circ$, the first term is $0.017496\ \text{nm}^2$ and the bracket is $0.2202-0.0935=0.1267$ nm. So

$$h=\sqrt{0.017496-0.01605}\ \text{nm}\approx0.038\ \text{nm}.$$

This modest displacement removes the angular strain completely. It also works for $\theta_0=144^\circ$ ($h=0.045$ nm) and $152^\circ$ ($h=0.030$ nm). For two silicon atoms, the angle-sum bound with $N=4$ gives $2\alpha+2\bar\theta\le360^\circ$, so the mean Si-O-Si angle cannot exceed the planar value of $70.53^\circ$ and puckering cannot help there either. For free rings with tetrahedral O-Si-O angles and any of these three references, the order is therefore two, three, four. In a solid, the surrounding network may prevent the four-silicon ring from taking this shape.

**How realistic is the tetrahedral condition?**

Look at the distance between neighbouring silicon atoms, $2d\sin(\theta_n/2)$. It is 0.294 nm for $n=3$ and 0.319 nm for $n=4$, but for $n=2$

$$2(0.162\ \text{nm})\sin35.26^\circ=0.187\ \text{nm}.$$

An ordinary Si-Si bond is roughly 0.24 nm long, so the ideal two-silicon ring puts two atoms that are not bonded to each other about 0.05 nm closer than bonded ones. That makes the structure suspect, although a short Si···Si distance alone does not rule a ring out: the preferred geometry found below also has Si···Si slightly under 0.24 nm. The energy calculation below gives the total cost of keeping the tetrahedral angle.

A planar ring can respond by closing its O-Si-O angles: from the formula for $\theta_n$, each degree taken from $\alpha$ is added to $\theta_n$. To reach $\theta_0=148^\circ$ in this way, $\alpha$ would have to be $92^\circ$ for $n=3$ and $32^\circ$ for $n=2$. The second value is so far from tetrahedral that a compromise is to be expected.

To size that compromise, I used the molecule (H$_2$SiO)$_2$, a two-silicon ring capped with hydrogen, at the restricted Hartree-Fock level in the 6-31G* basis. The Si-O and Si-H bonds were held at 0.162 and 0.148 nm, and the H-Si-H angle was held tetrahedral. The preferred O-Si-O angle is then about $88^\circ$, with Si-O-Si about $92^\circ$ and Si···Si 0.233 nm. Forcing O-Si-O to be tetrahedral costs about 4.0 eV per molecule. The preferred angle is robust (88° to 89° with a larger basis or with MP2 correlation), but the cost is not converged. With frozen bonds it falls to about 3.8 eV in the def2-TZVP basis, and with MP2 to about 3.5 eV (6-31G*) or 3.3 eV (def2-TZVP). Letting the Si-O bonds relax lowers it further, to about 3.2 eV (Hartree-Fock) or 2.4 eV (MP2) in 6-31G*, with Si-O stretching to 0.174–0.178 nm in the tetrahedral ring. The missing network matters too, so read the cost as a few eV, not as a prediction for silica. The calculation gives only the total cost. It does not show how much comes from the short Si···Si contact and how much from other contributions.

**Comparison with real silica**

The bond length of 0.162 nm and the relaxed angle of $148^\circ$ are typical of amorphous silica, but its Si-O-Si angles are broadly distributed, and quoted averages run from roughly the mid-$140$s to about $150^\circ$. The crossover at $145.5^\circ$ falls inside that range, so the order of the *planar* three- and four-silicon rings should not be treated as a firm material property. The tetrahedral angle is a poor assumption for the two-silicon ring. Using the molecular estimate, its Si-O-Si angle moves from about $71^\circ$ to about $92^\circ$, and its deviation from $148^\circ$ drops from about $77^\circ$ to $56^\circ$. That is still far more than the $17^\circ$ of the ideal three-silicon ring, and the O-Si-O angles are now strained as well.

The numerical output below lists the values for all three rings and reference angles.

## Computed values

```
Si-O bond length (rough input): 0.162 nm
Relaxed Si-O-Si angle (rough input): 148.0 deg
Tetrahedral O-Si-O angle: 109.47 deg
n=2: Si-O-Si from formula 70.53 deg, from coordinates 70.53 deg
n=2: Si-O-Si minus relaxed angle -77.47 deg
n=2: neighbouring Si...Si distance 0.1871 nm
n=2: O-Si-O for zero Si-O-Si strain 32.0 deg
n=3: Si-O-Si from formula 130.53 deg, from coordinates 130.53 deg
n=3: Si-O-Si minus relaxed angle -17.47 deg
n=3: neighbouring Si...Si distance 0.2943 nm
n=3: O-Si-O for zero Si-O-Si strain 92.0 deg
n=4: Si-O-Si from formula 160.53 deg, from coordinates 160.53 deg
n=4: Si-O-Si minus relaxed angle +12.53 deg
n=4: neighbouring Si...Si distance 0.3193 nm
n=4: O-Si-O for zero Si-O-Si strain 122.0 deg
Order of n=3 and n=4 changes at relaxed angle 145.53 deg
Relaxed angle 144 deg, strain in deg, largest first: n=2: 73.47, n=4: 16.53, n=3: 13.47
Relaxed angle 148 deg, strain in deg, largest first: n=2: 77.47, n=3: 17.47, n=4: 12.53
Relaxed angle 152 deg, strain in deg, largest first: n=2: 81.47, n=3: 21.47, n=4: 8.53
Largest angle sum in 500 slightly skewed n=3 rings: 719.990 deg
n=3 chair, Si and O planes 0.040 nm apart: Si-O-Si 118.68 deg
n=4 puckered to Si-O-Si 144.0 deg: O atoms at +/-0.0451 nm
n=4 puckered to Si-O-Si 148.0 deg: O atoms at +/-0.0380 nm
n=4 puckered to Si-O-Si 152.0 deg: O atoms at +/-0.0303 nm
(H2SiO)2 frozen Si-H bond (rough input): 0.148 nm
(H2SiO)2 RHF/6-31G* preferred O-Si-O: 88.3 deg
(H2SiO)2 corresponding Si-O-Si: 91.7 deg
(H2SiO)2 corresponding Si...Si distance: 0.233 nm
(H2SiO)2 cost of tetrahedral O-Si-O: 3.97 eV per molecule
```
